# Total-oxygen diffusivity from monomers and mobile dimers in silicon

## Form of the answer

Let interstitial oxygen in silicon exist as single atoms (monomers) and as pairs that migrate as units (dimers). Their number densities are $C_1$ and $C_2$, and their diffusivities are $D_1$ and $D_2$. The total density counts atoms,

$$C=C_1+2C_2 .$$

When pairing is in local equilibrium, $C_2=KC_1^2$, where the association constant $K$ has the dimension of volume. We seek the chemical diffusivity $D_{\rm eff}$ defined by the total atom flux $J=-D_{\rm eff}\nabla C$.

Much of its form follows before any calculation. The flux is a sum of a monomer part proportional to $D_1$ and a dimer part proportional to $D_2$. In local equilibrium $K$ and $C$ fix how a gradient of $C$ is shared between the species, and the only dimensionless number they form is $KC$. Hence

$$D_{\rm eff}=a(KC)\,D_1+b(KC)\,D_2 .$$

If $D_1=D_2=D$, the flux is $-D\nabla(C_1+2C_2)=-D\nabla C$ whatever the pairing, so $a+b=1$. The diffusivity is therefore a weighted mean, and one function of $KC$ remains to be found. The result is

$$D_{\rm eff}=\frac{D_1+wD_2}{1+w},\qquad w=4KC_1 . \tag{1}$$

The dimer weight $4KC_1$ is relative to a monomer weight of one. The divisor $1+w$ belongs to the result and may be dropped only when $w\ll1$.

## Assumptions and balances

The solution is dilute and isothermal, with uniform $K$, $D_1$ and $D_2$. Larger clusters, traps, drift and cross terms between the fluxes are left out. Precipitates enter only as boundaries.

Pairs form at $k_fC_1^2$ events per volume and time and dissociate at $k_bC_2$. The net rate of pair formation is

$$R=k_fC_1^2-k_bC_2 ,\qquad K=k_f/k_b ,$$

where the second relation follows from $R=0$ at equilibrium. Each event removes two monomers and makes one dimer:

$$\partial_tC_1=D_1\nabla^2C_1-2R,\qquad \partial_tC_2=D_2\nabla^2C_2+R . \tag{2}$$

Adding the first equation to twice the second cancels $R$:

$$\partial_tC=\nabla^2\left(D_1C_1+2D_2C_2\right). \tag{3}$$

Comparison with $\partial_tC=-\nabla\cdot J$ identifies the atom flux

$$J=-D_1\nabla C_1-2D_2\nabla C_2 . \tag{4}$$

Equations (3) and (4) hold at any reaction rate.

Local equilibrium does not mean that $R$ may be deleted from (2). The dimer balance requires $R=\partial_tC_2-D_2\nabla^2C_2$, which is generally nonzero. The definition of $R$ gives

$$C_2=KC_1^2-R/k_b .$$

For a smooth profile $R$ stays finite as $k_b$ grows at fixed $K$, so the departure from equilibrium vanishes as $1/k_b$. This needs boundary conditions compatible with $C_2=KC_1^2$. A surface that fixes $C_1>0$ but reflects dimers forces $\nabla C_2$ to zero across a layer of width proportional to $k_b^{-1/2}$, and there the departure falls only as $k_b^{-1/2}$. Deleting $R$ would instead make each species diffuse on its own, in conflict with the equilibrium relation.

## The factor four and the divisor

Differentiating $C_2=KC_1^2$ gives $\nabla C_2=2KC_1\nabla C_1$. Inserted in (4), this yields

$$J=-(D_1+4KC_1D_2)\nabla C_1 .$$

One factor of two counts the atoms carried by a dimer. The other comes from the square: a small relative change in monomer density produces twice that relative change in dimer density.

The gradient must now be expressed through $C$. Since $C=C_1+2KC_1^2$,

$$\frac{dC}{dC_1}=1+4KC_1=1+w,\qquad \nabla C_1=\frac{\nabla C}{1+w}.$$

Substitution gives (1). The divisor has a direct meaning: of an added amount of oxygen, the fraction $1/(1+w)$ appears as monomers and $w/(1+w)$ as atoms in dimers.

The factor four depends on the convention for $K$. If a constant $K'$ is defined by the density of atoms in dimers, $2C_2=K'C_1^2$, then $K'=2K$ and the same weight reads $w=2K'C_1$.

## Expression in total oxygen

To use $C$ as the variable, solve $2KC_1^2+C_1-C=0$. With $s=\sqrt{1+8KC}$, the positive root is

$$C_1=\frac{s-1}{4K}=\frac{s^2-1}{4K(s+1)}=\frac{2C}{1+s}. \tag{5}$$

The last form avoids subtracting nearly equal numbers when $KC$ is small. The first form shows that $1+w=1+4KC_1=s$. Therefore

$$D_{\rm eff}=\frac{D_1+(s-1)D_2}{s}=D_2+\frac{D_1-D_2}{\sqrt{1+8KC}} . \tag{6}$$

Because $ds/dC=4K/s$, the slope is

$$\frac{dD_{\rm eff}}{dC}=\frac{4K(D_2-D_1)}{s^3}.$$

Fast dimers make the diffusivity rise with concentration; slow dimers make it fall.

For small $KC$, the expansion $(1+x)^{-1/2}=1-x/2+3x^2/8+\dots$ with $x=8KC$ gives

$$D_{\rm eff}=D_1+4KC(D_2-D_1)-24(KC)^2(D_2-D_1)+\dots \tag{7}$$

If also $D_2\gg D_1$, the leading form is $D_1+4KCD_2$. The product $4KCD_2$ may exceed $D_1$ even though $KC$ is small, so rare dimers can carry most of the flux.

For large $KC$, equation (6) tends to $D_2$, with the remainder $(D_1-D_2)/\sqrt{8KC}$ to leading order. This is a limit of the two-species model. In a real crystal, larger clusters would have to be shown to be negligible before it could be used.

The two species carry equal atom fluxes when $wD_2=D_1$, or

$$C_1^{\times}=\frac{D_1}{4KD_2}. \tag{8}$$

## Flux potential, layers and precipitates

Define

$$\Phi(C)=D_1C_1+2D_2KC_1^2 . \tag{9}$$

Its derivative is

$$\frac{d\Phi}{dC}=\frac{d\Phi/dC_1}{dC/dC_1}=\frac{D_1+4KC_1D_2}{1+4KC_1}=D_{\rm eff}.$$

Thus $J=-\nabla\Phi$ and $\partial_tC=\nabla^2\Phi$. In a finite-volume calculation with spacing $h$, the flux from cell $i$ to cell $i+1$ can be taken as $-(\Phi_{i+1}-\Phi_i)/h$. The same face flux leaves one cell and enters the next, so oxygen is conserved. Moving $D_{\rm eff}$ outside the divergence would lose a term:

$$\nabla\cdot(D_{\rm eff}\nabla C)=D_{\rm eff}\nabla^2C+\frac{dD_{\rm eff}}{dC}|\nabla C|^2 .$$

In a steady layer of thickness $L$, $J$ is uniform and $\Phi$ is linear in position. Integration gives

$$J=\frac{\Phi(C_{\rm left})-\Phi(C_{\rm right})}{L}. \tag{10}$$

For a spherical precipitate of fixed radius $r_0$ in a steady field, $\nabla^2\Phi=0$ has the solution

$$\Phi(r)=\Phi_\infty-(\Phi_\infty-\Phi_{\rm surf})\frac{r_0}{r},$$

where the subscripts denote the precipitate surface and the distant matrix. The inward flux at the surface is $d\Phi/dr=(\Phi_\infty-\Phi_{\rm surf})/r_0$. Multiplication by the area $4\pi r_0^2$ gives the uptake in atoms per time,

$$I=4\pi r_0(\Phi_\infty-\Phi_{\rm surf}). \tag{11}$$

These two steady results are less restrictive than (1). By (3), the combination $D_1C_1+2D_2C_2$ obeys Laplace's equation in any steady state, even if pairing is slow. Equations (10) and (11) therefore need pairing equilibrium only at the two boundaries. A perfect sink for both species satisfies this, since $C_1=C_2=0$ there.

A surface that absorbs monomers but reflects dimers does not. It has $C_1=0$ but may have $C_2=C_{2s}>0$, and the layer flux becomes $[\Phi(C_{\rm left})-2D_2C_{2s}]/L$. The boundary condition for dimers must therefore be stated separately.

## Tracer diffusion has weight two

Now keep $C$ uniform and follow a small tagged fraction of the oxygen. Let $m$ be the density of tagged monomers and $n$ that of tagged atoms in dimers. The pairing events consume monomers at $2k_fC_1^2$, so each monomer is captured at the rate $2k_fC_1=vk_b$, with

$$v=2KC_1=w/2 .$$

A tagged atom in a dimer is released at the rate $k_b$. Hence

$$\partial_tm=D_1\nabla^2m-vk_bm+k_bn,\qquad
\partial_tn=D_2\nabla^2n+vk_bm-k_bn .$$

Fast exchange gives $n=vm$. The tagged flux is $-(D_1+vD_2)\nabla m$, while the total tagged density is $(1+v)m$. The tracer diffusivity is

$$D^*=\frac{D_1+2KC_1D_2}{1+2KC_1}. \tag{12}$$

Here the weight is the ratio of populations. In chemical diffusion it is the ratio of their responses to added oxygen, which is twice as large because $C_2$ is quadratic in $C_1$.

Multiplying numerator and denominator of (12) by $C_1$ gives

$$D^*=\frac{\Phi(C)}{C}=\frac1C\int_0^C D_{\rm eff}(C')\,dC' .$$

The integral follows from $d\Phi/dC=D_{\rm eff}$ and $\Phi(0)=0$. The steady flux from concentration $C$ into a perfect sink is thus $D^*(C)\,C/L$, not $D_{\rm eff}(C)\,C/L$. When $w\ll1$ but $wD_2\gg D_1$, the two diffusivities differ by a factor approaching two.

## How fast pairing must be

Consider a small disturbance of a uniform state. Let the changes in $C_1$ and $2C_2$ be $u$ and $y$, both proportional to $e^{iqx-\lambda t}$. The change in the reaction rate is

$$\delta R=2k_fC_1u-\tfrac12k_by .$$

Since $4k_fC_1=wk_b$, we have $2\delta R=k_b(wu-y)$. Equations (2), the second multiplied by two, become

$$\lambda u=(D_1q^2+wk_b)u-k_by,$$
$$\lambda y=-wk_bu+(D_2q^2+k_b)y .$$

A nonzero solution requires

$$(D_1q^2+wk_b-\lambda)(D_2q^2+k_b-\lambda)=wk_b^2 .$$

Write $\lambda=\mathcal Dq^2$. Expanding the product, cancelling $wk_b^2$ and dividing by $k_bq^2$ gives

$$(D_1-\mathcal D)+w(D_2-\mathcal D)+\frac{q^2}{k_b}(D_1-\mathcal D)(D_2-\mathcal D)=0 . \tag{13}$$

At long wavelength, the last term vanishes for the slow root and $\mathcal D=D_{\rm eff}$. For the first correction, put $D_{\rm eff}$ into that term. From (1),

$$D_1-D_{\rm eff}=-\frac{w(D_2-D_1)}{1+w},\qquad D_2-D_{\rm eff}=\frac{D_2-D_1}{1+w}.$$

Their product, divided by $1+w$ when (13) is solved for $\mathcal D$, yields

$$\mathcal D=D_{\rm eff}-\frac{w(D_2-D_1)^2q^2}{k_b(1+w)^3}+\dots \tag{14}$$

The expansion requires $|D_2-D_1|q^2\ll k_b(1+w)$. The correction is negative for fast and slow dimers alike.

For $D_2\gg D_1$ and $w\ll1$, the correction relative to $D_{\rm eff}$ has magnitude

$$\frac{D_2q^2}{k_b}\,\frac{wD_2}{D_1+wD_2}. \tag{15}$$

The second factor is the dimer share of the flux. The relevant length is $\ell=\sqrt{D_2/k_b}$, the decay length in the steady equation $D_2C_2''=k_bC_2$ for dimers that dissociate without being replaced. In this regime of fast, rare dimers, local equilibrium is accurate when $q\ell\ll1$. In other regimes, and for slow dimers in particular, the size of the correction must be taken from (14).

In the opposite limit, $k_b\to0$ at fixed $q$, the last term of (13) dominates and its roots are $\mathcal D=D_1$ and $\mathcal D=D_2$. The species then spread separately, and unless $D_1=D_2$ no single diffusivity describes the total.

At $q=0$ the second root of the determinant is $\lambda=k_b(1+w)$. It is the rate at which a uniform solution restores pairing equilibrium. A change of temperature, which changes $K$, must be slow compared with the inverse of this rate if (1) is to follow it. In a temperature gradient, $\nabla C_2=2KC_1\nabla C_1+C_1^2\nabla K$, which adds a term to the flux unless $D_1=D_2$. Thermal diffusion of each species, left out here, could add more.

## Worked example

The following round model parameters are not assigned to a measured sample: $K=10^{-22}\ {\rm cm^3}$, $D_1=10^{-15}\ {\rm cm^2/s}$, $D_2=10^{-11}\ {\rm cm^2/s}$, $k_b=0.01\ {\rm s^{-1}}$, $C=10^{18}\ {\rm cm^{-3}}$ and $L=10\ \mu{\rm m}$.

Equation (5) gives $C_1=9.998\times10^{17}\ {\rm cm^{-3}}$, and $KC_1^2$ gives $C_2=9.996\times10^{13}\ {\rm cm^{-3}}$. Dimers hold a fraction $2C_2/C=2.0\times10^{-4}$ of the atoms. The weight is

$$w=4(10^{-22})(9.998\times10^{17})=3.999\times10^{-4}.$$

Therefore

$$D_{\rm eff}=\frac{1.000\times10^{-15}+3.999\times10^{-15}}{1.0004}
=4.997\times10^{-15}\ {\rm cm^2/s},$$

or $4.997\times10^{-19}\ {\rm m^2/s}$. This is five times $D_1$. The dimer share of the flux is $3.999/4.999=0.80$, although only one atom in about 5000 is in a dimer. The simpler form $D_1+4KCD_2$ gives $5.000\times10^{-15}\ {\rm cm^2/s}$, high by 0.06% relative to $D_{\rm eff}$.

By (8), the fluxes are equal at $C_1^\times=2.5\times10^{17}\ {\rm cm^{-3}}$, where the total density is almost the same. The variation about this point is:

| $C$ (cm$^{-3}$) | $D_{\rm eff}/D_1$ |
|---|---|
| $1\times10^{17}$ | 1.40 |
| $3\times10^{17}$ | 2.20 |
| $1\times10^{18}$ | 5.00 |
| $2\times10^{18}$ | 8.99 |

The rise is nearly linear, as (7) requires for $KC\ll1$.

The tracer diffusivity is $D^*=2.999\times10^{-15}\ {\rm cm^2/s}$. With a perfect sink on the far side, the steady layer flux is

$$J=\frac{D^*C}{L}=\frac{(2.999\times10^{-15})(10^{18})}{10^{-3}}
=3.0\times10^6\ {\rm cm^{-2}\,s^{-1}} .$$

Using $D_{\rm eff}$ at the high-concentration face throughout the layer would overestimate this flux by a factor $4.997/2.999=1.67$.

For a small disturbance with $q=\pi/L=3.14\times10^3\ {\rm cm^{-1}}$, the dimer length is $\ell=0.32\ \mu{\rm m}$ and $q\ell\approx0.10$. Equation (15) gives a relative correction of about $(0.10)^2\times0.80=0.8\%$. The numerical slow mode has $\mathcal D=4.958\times10^{-15}\ {\rm cm^2/s}$, lower than $D_{\rm eff}$ by this amount, and decays in $1/(\mathcal Dq^2)=2.0\times10^7\ {\rm s}$. Pairing relaxes in about $1/k_b=100\ {\rm s}$, so the separation of time scales is wide.

These parameters imply $k_f=Kk_b=10^{-24}\ {\rm cm^3/s}$, some 600 times below the diffusion limit $4\pi r_cD_1\approx6\times10^{-22}\ {\rm cm^3/s}$ for a capture radius $r_c=0.5$ nm, so they presume a barrier to pairing. At temperatures where oxygen monomers in silicon diffuse this slowly, $10^{18}\ {\rm cm^{-3}}$ lies far above the solubility and the solution is metastable against precipitation. The example shows what fast dimers would do; it does not show that they are the cause of enhanced oxygen diffusion in real silicon.

A small $KC$ does not by itself justify leaving out larger clusters. For a capture radius $r_c=0.5$ nm, a dimer meets monomers at a rate of about $4\pi r_cD_2C_1=6\ {\rm s^{-1}}$, or some 600 times in its mean life $1/k_b$. What matters is how long the resulting trimers last and how they move. For trimers of density $C_3\propto C_1^3$ in local equilibrium, the same derivation adds $9C_3/C_1$ to the divisor of (1) and $9(C_3/C_1)D_3$ to its numerator, and the example assumes that both terms are negligible. If every meeting made an immobile trimer, a trimer life of 0.1 s would lower the slow-mode diffusivity by less than 0.1%, whereas a life of 100 s would lower it by more than a third. For a real crystal this assumption would need separate evidence.

## Numerical checks

A harder case has $w$ of order one: in dimensionless units, $K=1$, $D_1=1$ and $D_2=20$. A closed layer of unit length starts with $C=0.6+0.4\cos\pi x$. At time 0.005, the largest difference in $C$ between the two-species equations and the single equation with (1) is $7.0\times10^{-4}$ for $k_b=10^4$ and $7.2\times10^{-5}$ for $k_b=10^5$. The ratio 9.8 agrees with a departure proportional to $1/k_b$. These values are for 80 cells; in the limit of a fine mesh the second difference becomes $7.1\times10^{-5}$ and the ratio 9.95. At the larger rate, omitting the divisor gives a difference of 0.13, and using the tracer weight gives 0.045.

A separate model labels oxygen with two colours and includes all three kinds of dimer. At $C=1$ its two slow modes give 13.666 and 10.500, in agreement with the chemical and tracer values from (1) and (12). The numerical output below lists these comparisons and the quantities of the worked example.

## Computed values

```
WORKED EXAMPLE, ROUND MODEL PARAMETERS
association constant K = 1.000e-22 cm^3
monomer diffusivity D1 = 1.000e-15 cm^2/s
dimer diffusivity D2 = 1.000e-11 cm^2/s
dimer dissociation rate kb = 1.000e-02 1/s
total oxygen C = 1.000e+18 cm^-3
slab thickness L = 10.0 um
monomer density C1 = 9.998001e+17 cm^-3
dimer density C2 = 9.996002e+13 cm^-3
fraction of atoms in dimers = 1.9992e-04
weight w = 4 K C1 = 3.99920e-04
weighted dimer term w D2 = 3.99920e-15 cm^2/s
chemical diffusivity D_eff = 4.99720e-15 cm^2/s
chemical diffusivity D_eff = 4.99720e-19 m^2/s
ratio D_eff/D1 = 4.9972
dimer share of atom flux = 0.8000
tracer diffusivity D* = 2.99900e-15 cm^2/s
small-w estimate D1+4KC D2 = 5.00000e-15 cm^2/s
relative excess of this estimate = 5.599e-04
steady flux into perfect sink = 2.9990e+06 cm^-2 s^-1
equal-flux monomer density = 2.5000e+17 cm^-3
equal-flux total oxygen = 2.50012e+17 cm^-3
dimer length sqrt(D2/kb) = 0.3162 um
wavenumber q = pi/L = 3.1416e+03 1/cm
finite-rate correction = 3.9415e-17 cm^2/s
relative finite-rate correction = 7.8875e-03
slow-mode diffusivity, numerical = 4.95817e-15 cm^2/s
slow-mode decay time = 2.0435e+07 s
total C (cm^-3), D_eff (cm^2/s), D_eff/D1
  1.0e+17  1.39994e-15  1.3999
  3.0e+17  2.19966e-15  2.1997
  1.0e+18  4.99720e-15  4.9972
  2.0e+18  8.98961e-15  8.9896
DIMENSIONLESS TESTS: K=1, D1=1, D2=20
profile error at kb=1e4: 7.045e-04
profile error at kb=1e5: 7.165e-05
error ratio: 9.83
error without divisor, kb=1e5: 1.293e-01
error with tracer law, kb=1e5: 4.485e-02
colour model at C=1: chemical mode 13.66640
formula at C=1: chemical value 13.66667
colour model at C=1: tracer mode 10.49955
formula at C=1: tracer value 10.50000
```
